# Charge-Conserving Coupling of a Simulated Plasma Gap to an External Circuit: verification in Python

```python
"""
Result under test: a planar plasma gap coupled to a series R-L-C circuit.
One scalar implicit solve per time step gives the mean circuit current i_mean:
  i_mean = [v_mean - Q/C - phi + 2 L I/dt + dt i_ramo/(2 C0)]
           / [2 L/dt + R + (dt/2)(1/C + 1/C0)]
With it, electrode charge + plasma charge stays constant, and particle current
+ displacement current equals i_mean in every cell.
Symbols: I, Q = circuit current and charge on the series capacitor C;
phi = voltage of the driven electrode (x=0) against the grounded one (x=gap);
C0 = area/(4 pi gap) = empty-gap capacitance; v_mean = mean source voltage;
i_ramo = sum(charge * displacement)/(gap*dt) = induced particle current.
All algebra is in Hartree atomic units; inputs and outputs are converted.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

PI4 = 4 * np.pi


def circuit_step(I, Q, phi, v_mean, i_ramo, dt, R, L, inv_C, C0):
    top = v_mean - Q * inv_C - phi + 2 * L * I / dt + dt * i_ramo / (2 * C0)
    bottom = 2 * L / dt + R + 0.5 * dt * (inv_C + 1 / C0)
    i_mean = top / bottom
    return (2 * i_mean - I, Q + dt * i_mean,
            phi + dt * (i_mean - i_ramo) / C0, i_mean)


def deposit(x, charge, dx, cells):
    """Linear weighting: cell index, fraction in the cell, node charges."""
    i = np.minimum((x / dx).astype(np.int64), cells - 1)
    f = x / dx - i
    nodes = np.bincount(i, charge * (1 - f), cells + 1)
    nodes = nodes + np.bincount(i + 1, charge * f, cells + 1)
    return i, f, nodes


def path_current(start, end, charge, dx, cells, dt):
    """Cell-averaged particle current from the path length in each cell."""
    out = np.empty(cells)
    for j in range(cells):
        a, b = j * dx, (j + 1) * dx
        length = (np.minimum(np.maximum(end, a), b)
                  - np.minimum(np.maximum(start, a), b))
        out[j] = charge @ length / (dx * dt)
    return out


# ---- Test: full linear system against the scalar formula, one step ----
def full_system_step(pair_offset):
    rng = np.random.default_rng(3)
    cells, gap, area, dt = 12, 6.0, 40.0, 0.7
    R, L, C, v_mean = 1.3, 2.1, 4.0, 0.8
    I_old, Q_old, wall_old = 0.4, -0.3, 1.7
    dx, C0 = gap / cells, area / (PI4 * gap)
    x0 = rng.uniform(0.3, gap - 0.3, 30)
    q = rng.normal(size=30)
    x1 = np.clip(x0 + rng.normal(0, 1.5, 30), 0, gap)
    x1[0], x1[1] = 0.0, gap                 # at least one hit on each wall
    inside = (x1 > 0) & (x1 < gap)
    # one particle emitted by the left wall, one ionisation pair in the gap
    new_start = np.array([0.0, 2.2, 2.2 + pair_offset])
    new_end = np.array([1.1, 2.6, 4.9])
    new_q = np.array([-0.6, 0.9, -0.9])
    nodes_old = deposit(x0, q, dx, cells)[2]
    nodes_new = deposit(np.r_[x1[inside], new_end],
                        np.r_[q[inside], new_q], dx, cells)[2]
    E_old = PI4 / area * (wall_old + np.cumsum(nodes_old)[:-1])
    phi_old = E_old.sum() * dx
    n = cells                               # unknowns: phi[0..n-1], wall, I, Q
    M, b = np.zeros((n + 3, n + 3)), np.zeros(n + 3)
    M[0, 0], M[0, 1], M[0, n] = 1 / dx, -1 / dx, -PI4 / area
    b[0] = PI4 / area * nodes_new[0]
    for j in range(1, n):
        M[j, j], M[j, j - 1] = 2 / dx, -1 / dx
        if j + 1 < n:
            M[j, j + 1] = -1 / dx
        b[j] = PI4 / area * nodes_new[j]
    M[n, n], M[n, n + 2] = 1, -1
    b[n] = wall_old - Q_old + q[x1 <= 0].sum() - new_q[0]
    M[n + 1, n + 2], M[n + 1, n + 1] = 1, -dt / 2
    b[n + 1] = Q_old + dt * I_old / 2
    M[n + 2, n + 1], M[n + 2, n + 2] = L / dt + R / 2, 1 / (2 * C)
    M[n + 2, 0] = 0.5
    b[n + 2] = (v_mean + L * I_old / dt - R * I_old / 2
                - Q_old / (2 * C) - phi_old / 2)
    sol = np.linalg.solve(M, b)
    E_new = -np.diff(np.r_[sol[:n], 0.0]) / dx
    start, end, ch = np.r_[x0, new_start], np.r_[x1, new_end], np.r_[q, new_q]
    i_mean = (sol[n + 1] + I_old) / 2
    total = (path_current(start, end, ch, dx, cells, dt)
             + area * (E_new - E_old) / (PI4 * dt))
    i_ramo = ch @ (end - start) / (gap * dt)
    short = circuit_step(I_old, Q_old, phi_old, v_mean, i_ramo,
                         dt, R, L, 1 / C, C0)
    full = np.array([sol[n + 1], sol[n + 2], sol[0], i_mean])
    return (np.abs(total - i_mean).max(), np.abs(full - short).max(),
            abs(new_q[1]) / dt)


closure_one, formula_error, _ = full_system_step(0.0)
closure_bad, _, predicted_bad = full_system_step(1.0)
assert closure_one < 1e-10 and formula_error < 1e-10
assert abs(closure_bad - predicted_bad) < 1e-10


# ---- Test: second order against an ODE solver, moving charge sheet ----
def sheet_error(steps):
    R, L, C, C0, sheet, t_end = 0.6, 1.1, 3.0, 0.8, 0.7, 8.0
    place = lambda t: 0.5 + 0.3 * np.sin(1.3 * t)       # x/gap
    source = lambda t: np.sin(0.9 * t)

    def rhs(t, y):
        phi = (y[0] + sheet * (place(0.0) - place(t))) / C0
        return [y[1], (source(t) - R * y[1] - y[0] / C - phi) / L]

    ref = solve_ivp(rhs, (0, t_end), [0, 0], method="DOP853",
                    rtol=1e-12, atol=1e-13).y[:, -1]
    I = Q = phi = 0.0
    dt = t_end / steps
    for k in range(steps):
        a, b = k * dt, (k + 1) * dt
        ramo = sheet * (place(b) - place(a)) / dt
        I, Q, phi, _ = circuit_step(I, Q, phi, (source(a) + source(b)) / 2,
                                    ramo, dt, R, L, 1 / C, C0)
    return np.hypot(Q - ref[0], I - ref[1])


err_coarse, err_fine = sheet_error(400), sheet_error(800)
assert 3.8 < err_coarse / err_fine < 4.2

# ---- Test: stability of the joint update and of a lagged gap voltage ----
rng = np.random.default_rng(8)
largest_radius = 0.0
for _ in range(2000):
    R, L, inv_C, C0 = 10 ** rng.uniform(-2, 2, 4)
    col_I = circuit_step(1, 0, 0, 0, 0, 1.0, R, L, inv_C, C0)[:2]
    col_Q = circuit_step(0, 1, 1 / C0, 0, 0, 1.0, R, L, inv_C, C0)[:2]
    radius = np.abs(np.linalg.eigvals(np.array([col_I, col_Q]).T)).max()
    largest_radius = max(largest_radius, radius)
assert largest_radius < 1 + 1e-8


def lagged_radius(ratio, L):
    """ratio = dt/(R C0), with R = C0 = 1 and no series capacitor."""
    def step(I, phi):
        i_mean = (2 * L * I / ratio - phi) / (2 * L / ratio + 1)
        return [2 * i_mean - I, phi + ratio * i_mean]
    return np.abs(np.linalg.eigvals(np.array([step(1, 0), step(0, 1)]).T)).max()


for L in (0.05, 0.5, 5.0, 50.0):
    assert lagged_radius(1.98, L) < 1 < lagged_radius(2.02, L)
# ideal source: a wrong starting voltage only changes sign
flip = circuit_step(0, 0, 0.3, 0.0, 0.0, 0.1, 0, 0, 0, 2.0)[2]
assert abs(flip + 0.3) < 1e-12

# ---- Worked example: inputs (rough typical values), then atomic units ----
e, hbar, kB = const.e, const.hbar, const.k
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
cm, second = 1e-2 / bohr, hartree / hbar
volt, ampere = e / hartree, hbar / (e * hartree)
ohm, farad, henry = e**2 / hbar, hartree / e**2, e**2 * hartree / hbar**2
gap_cm, area_cm2, dens_cm3, Te_eV, Tgas_K = 2.5, 100.0, 1e9, 3.0, 300.0
freq_MHz, V0_V, R_ohm, L_uH, C_pF, p_mTorr = 13.56, 100.0, 50.0, 0.1, 1000.0, 5.0
argon_u = 39.948
gap, area, dens = gap_cm * cm, area_cm2 * cm**2, dens_cm3 / cm**3
omega = 2 * np.pi * freq_MHz * 1e6 / second
V0, Rs = V0_V * volt, R_ohm * ohm
Ls, inv_Cs = L_uH * 1e-6 * henry, 1 / (C_pF * 1e-12 * farad)
C_gap = area / (PI4 * gap)
ion_mass = argon_u * const.atomic_mass / const.m_e
omega_p = np.sqrt(PI4 * dens)
debye = np.sqrt(Te_eV * volt / (PI4 * dens))
cells, per_species = 128, 6000


def discharge(steps_per_period, periods, mass_i, seed):
    rng = np.random.default_rng(seed)
    dx, dt = gap / cells, 2 * np.pi / omega / steps_per_period
    w = dens * area * gap / per_species
    x = np.tile((np.arange(per_species) + 0.5) * gap / per_species, 2)
    s = np.repeat([-1.0, 1.0], per_species)
    m = np.repeat([1.0, mass_i], per_species)
    kT = np.repeat([Te_eV * volt, kB * Tgas_K / hartree], per_species)
    v = rng.normal(size=2 * per_species) * np.sqrt(kT / m)
    K_start, K_lost = 0.5 * w * (m @ v**2), 0.0
    i, f, nodes = deposit(x, w * s, dx, cells)
    I = Q = phi = wall_0 = wall_d = 0.0
    E = PI4 / area * (wall_0 + np.cumsum(nodes)[:-1])
    total_steps = steps_per_period * periods
    cur, volts, net = (np.zeros(total_steps) for _ in range(3))
    worst = dict(neutral=0.0, voltage=0.0, closure=0.0, energy=0.0)
    W_source = W_heat = W_gap = 0.0
    ions_late = 0
    for n in range(total_steps):
        E_node = np.r_[PI4 * wall_0 / area, (E[1:] + E[:-1]) / 2,
                       -PI4 * wall_d / area]
        v = v + dt * s / m * (E_node[i] * (1 - f) + E_node[i + 1] * f)
        moved = x + v * dt
        end = np.minimum(np.maximum(moved, 0), gap)
        left, right = moved <= 0, moved >= gap
        ramo = w * (s @ (end - x)) / (gap * dt)
        v_mean = V0 * (np.sin(omega * n * dt) + np.sin(omega * (n + 1) * dt)) / 2
        I0, Q0, phi0, E0 = I, Q, phi, E
        I, Q, phi, i_mean = circuit_step(I, Q, phi, v_mean, ramo, dt,
                                         Rs, Ls, inv_Cs, C_gap)
        wall_0 += dt * i_mean + w * s[left].sum()
        wall_d += -dt * i_mean + w * s[right].sum()
        start, s_all = x, s
        gone = left | right
        if gone.any():
            K_lost += 0.5 * w * (m[gone] @ v[gone]**2)
            if n >= total_steps - 2 * steps_per_period:
                ions_late += int((s[gone] > 0).sum())
            keep = ~gone
            x, v, s, m = end[keep], v[keep], s[keep], m[keep]
        else:
            x = end
        i, f, nodes = deposit(x, w * s, dx, cells)
        E = PI4 / area * (wall_0 + np.cumsum(nodes)[:-1])
        net[n] = nodes.sum()
        cur[n], volts[n] = i_mean, phi
        worst["neutral"] = max(worst["neutral"],
                               abs(wall_0 + wall_d + net[n]) / (C_gap * V0))
        worst["voltage"] = max(worst["voltage"], abs(E.sum() * dx - phi) / V0)
        W_source += v_mean * i_mean * dt
        W_heat += Rs * i_mean**2 * dt
        W_gap += (phi + phi0) / 2 * i_mean * dt
        if (n + 1) % 80 == 0:
            part = path_current(start, end, w * s_all, dx, cells, dt)
            disp = area * (E - E0) / (PI4 * dt)
            scale = V0 * omega * C_gap
            worst["closure"] = max(worst["closure"],
                                   np.abs(part + disp - i_mean).max() / scale)
            stored = (Ls * (I**2 - I0**2) + inv_Cs * (Q**2 - Q0**2)) / 2
            stored += area * dx / (2 * PI4) * (E**2 - E0**2).sum()
            power = (Rs * i_mean**2 + stored / dt
                     + dx * (part @ (E + E0)) / 2)
            worst["energy"] = max(worst["energy"],
                                  abs(power - v_mean * i_mean) / (V0 * scale))
    E_node = np.r_[PI4 * wall_0 / area, (E[1:] + E[:-1]) / 2,
                   -PI4 * wall_d / area]
    v_end = v + 0.5 * dt * s / m * (E_node[i] * (1 - f) + E_node[i + 1] * f)
    field = area * dx / (2 * PI4) * (E**2).sum()
    late = slice(total_steps - 2 * steps_per_period, None)
    t_new = (np.arange(total_steps) + 1) * dt
    wave_mid = np.exp(-1j * omega * (t_new - dt / 2))[late]
    wave_new = np.exp(-1j * omega * t_new)[late]
    return dict(worst=worst, dt=dt, part=part, disp=disp, i_last=i_mean,
                I1=2 * abs(np.mean(cur[late] * wave_mid)),
                V1=2 * abs(np.mean(volts[late] * wave_new)),
                bias=volts[late].mean(), width=net[late].mean() / (dens * area),
                W_source=W_source, W_heat=W_heat, field=field,
                stored=(Ls * I**2 + inv_Cs * Q**2) / 2, W_plasma=W_gap - field,
                K_start=K_start,
                K_gain=0.5 * w * (m @ v_end**2) + K_lost - K_start,
                wall_0=wall_0, wall_d=wall_d, net=net[-1],
                ions_lost=1 - (s > 0).sum() / per_species,
                ion_current=w * ions_late / 2 / (2 * steps_per_period * dt))


main = discharge(800, 6, ion_mass, 1)
coarse = discharge(400, 6, ion_mass, 2)
fixed = discharge(400, 4, ion_mass * 1e9, 3)
for run in (main, coarse, fixed):
    assert max(run["worst"].values()) < 1e-7, run["worst"]
mismatch = main["K_gain"] - main["W_plasma"]
assert abs(mismatch) < 0.1 * (main["K_start"] + abs(main["W_plasma"]))
assert abs(mismatch) > 1e-6 * main["K_start"]
step_change = coarse["I1"] / main["I1"] - 1
assert abs(step_change) < 0.05

# Immobile ions: two sheaths of constant total width act as one capacitor
width = fixed["width"]
C_sheath = area / (PI4 * width)
C_bulk = area / (PI4 * (gap - width)) * (1 - omega_p**2 / omega**2)
Z = Rs + 1j * omega * Ls + (inv_Cs + 1 / C_sheath + 1 / C_bulk) / (1j * omega)
I_estimate = V0 / abs(Z)
assert abs(I_estimate / fixed["I1"] - 1) < 0.2

# Sizes of neglected effects (cross sections, yield, stray C: rough inputs)
sigma_e_cm2, sigma_i_cm2, yield_sec, stray_pF = 1e-15, 5e-15, 0.1, 10.0
gas_cm3 = p_mTorr * 1e-3 * const.torr / (kB * Tgas_K) * 1e-6
free_e, free_i = 1 / (gas_cm3 * sigma_e_cm2), 1 / (gas_cm3 * sigma_i_cm2)
speed = np.sqrt(8 * Te_eV * volt / np.pi)
R_coll = speed / (free_e * cm) * PI4 * gap / (area * omega_p**2)
I_stray = main["V1"] * omega * stray_pF * 1e-12 * farad
skin_cm = const.c / (omega_p * second) * 100
wave_m = const.c / (freq_MHz * 1e6)

mA, nJ, nC = 1e-3 * ampere, 1e-9 / hartree, 1e-9 / e
mid = cells // 2
print(f"gap {gap_cm} cm; area {area_cm2} cm2; density {dens_cm3:.1e} cm^-3")
print(f"electron temperature {Te_eV} eV; gas {Tgas_K} K, {p_mTorr} mTorr")
print(f"source {V0_V} V amplitude, {freq_MHz} MHz")
print(f"series R {R_ohm} ohm; L {L_uH} uH; C {C_pF} pF")
print(f"argon mass {argon_u} u; cells {cells}; particles/species {per_species}")
print(f"empty-gap capacitance {C_gap/farad*1e12:.3f} pF")
print(f"Debye length {debye/cm:.4f} cm; cell {gap_cm/cells:.4f} cm")
print(f"time step {main['dt']/second*1e9:.4f} ns")
print(f"plasma frequency * step {omega_p*main['dt']:.3f}")
print(f"lagged-voltage limit 2 R C0 {2*Rs*C_gap/second*1e9:.3f} ns")
print(f"one step: scalar formula minus full system {formula_error:.1e} a.u.")
print(f"one step: current closure error {closure_one:.1e} a.u.")
print(f"split ionisation pair: error {closure_bad:.4f} a.u.")
print(f"split ionisation pair: predicted q/dt {predicted_bad:.4f} a.u.")
print(f"ODE test errors {err_coarse:.2e}, {err_fine:.2e} a.u.")
print(f"ODE test error ratio on halving the step {err_coarse/err_fine:.3f}")
print(f"largest amplification, joint update {largest_radius:.6f}")
for name, text in (("neutral", "charge sum / (C0 V0)"),
                   ("voltage", "circuit minus field voltage / V0"),
                   ("closure", "cell current error / (omega C0 V0)"),
                   ("energy", "power error / (omega C0 V0^2)")):
    print(f"worst {text}: {main['worst'][name]:.1e}")
print(f"current amplitude {main['I1']/mA:.1f} mA = {main['I1']:.2f} a.u.")
print(f"gap voltage amplitude {main['V1']/volt:.1f} V")
print(f"mean gap voltage {main['bias']/volt:.2f} V")
print(f"amplitude change, doubled step and new seed {100*step_change:.2f} %")
for label, j in (("first cell", 0), ("middle cell", mid)):
    a, b = main["part"][j] / mA, main["disp"][j] / mA
    print(f"last step, {label}: particle {a:.3f} mA, displacement {b:.3f} mA")
    print(f"last step, {label}: sum {a+b:.3f} mA")
print(f"last step, circuit current {main['i_last']/mA:.3f} mA")
print(f"final driven-electrode charge {main['wall_0']/nC:.5f} nC")
print(f"final grounded-electrode charge {main['wall_d']/nC:.5f} nC")
print(f"final plasma charge {main['net']/nC:.5f} nC")
print(f"source work {main['W_source']/nJ:.2f} nJ")
print(f"resistor heat {main['W_heat']/nJ:.2f} nJ")
print(f"stored in L and C {main['stored']/nJ:.2f} nJ")
print(f"stored in gap field {main['field']/nJ:.2f} nJ")
print(f"field work on particles {main['W_plasma']/nJ:.2f} nJ")
print(f"kinetic gain incl. absorbed {main['K_gain']/nJ:.2f} nJ")
print(f"initial kinetic energy (1D) {main['K_start']/nJ:.2f} nJ")
print(f"immobile ions: total sheath width {width/cm:.3f} cm")
print(f"immobile ions: sheath capacitance {C_sheath/farad*1e12:.2f} pF")
print(f"immobile ions: simulated current {fixed['I1']/mA:.1f} mA")
print(f"immobile ions: impedance estimate {I_estimate/mA:.1f} mA")
print(f"rough cross sections: e {sigma_e_cm2:.0e}, ion {sigma_i_cm2:.0e} cm2")
print(f"mean free path: electron {free_e:.2f} cm, ion {free_i:.2f} cm")
print(f"neglected collisional bulk resistance {R_coll/ohm:.2f} ohm")
print(f"ions lost without replacement {100*main['ions_lost']:.1f} %")
print(f"ion current per electrode, last 2 periods {main['ion_current']/mA:.2f} mA")
print(f"secondary current at rough yield {yield_sec}: "
      f"{yield_sec*main['ion_current']/mA:.3f} mA")
print(f"current in a rough {stray_pF} pF stray shunt {I_stray/mA:.1f} mA")
print(f"skin depth {skin_cm:.1f} cm; vacuum wavelength {wave_m:.1f} m")
print("done: every assertion held")
```

Output:

```
gap 2.5 cm; area 100.0 cm2; density 1.0e+09 cm^-3
electron temperature 3.0 eV; gas 300.0 K, 5.0 mTorr
source 100.0 V amplitude, 13.56 MHz
series R 50.0 ohm; L 0.1 uH; C 1000.0 pF
argon mass 39.948 u; cells 128; particles/species 6000
empty-gap capacitance 3.542 pF
Debye length 0.0407 cm; cell 0.0195 cm
time step 0.0922 ns
plasma frequency * step 0.164
lagged-voltage limit 2 R C0 0.354 ns
one step: scalar formula minus full system 1.3e-15 a.u.
one step: current closure error 2.2e-15 a.u.
split ionisation pair: error 1.2857 a.u.
split ionisation pair: predicted q/dt 1.2857 a.u.
ODE test errors 1.54e-04, 3.84e-05 a.u.
ODE test error ratio on halving the step 4.000
largest amplification, joint update 0.999942
worst charge sum / (C0 V0): 6.4e-14
worst circuit minus field voltage / V0: 3.0e-14
worst cell current error / (omega C0 V0): 2.8e-12
worst power error / (omega C0 V0^2): 8.6e-13
current amplitude 151.7 mA = 22.90 a.u.
gap voltage amplitude 98.8 V
mean gap voltage -1.89 V
amplitude change, doubled step and new seed 0.67 %
last step, first cell: particle -4.419 mA, displacement 137.728 mA
last step, first cell: sum 133.309 mA
last step, middle cell: particle 89.138 mA, displacement 44.171 mA
last step, middle cell: sum 133.309 mA
last step, circuit current 133.309 mA
final driven-electrode charge -1.96027 nC
final grounded-electrode charge -1.68468 nC
final plasma charge 3.64495 nC
source work 638.99 nJ
resistor heat 400.12 nJ
stored in L and C 2.25 nJ
stored in gap field 41.57 nJ
field work on particles 195.04 nJ
kinetic gain incl. absorbed 195.13 nJ
initial kinetic energy (1D) 60.63 nJ
immobile ions: total sheath width 0.411 cm
immobile ions: sheath capacitance 21.57 pF
immobile ions: simulated current 184.1 mA
immobile ions: impedance estimate 184.0 mA
rough cross sections: e 1e-15, ion 5e-15 cm2
mean free path: electron 6.21 cm, ion 1.24 cm
neglected collisional bulk resistance 1.66 ohm
ions lost without replacement 17.5 %
ion current per electrode, last 2 periods 7.22 mA
secondary current at rough yield 0.1: 0.722 mA
current in a rough 10.0 pF stray shunt 84.2 mA
skin depth 16.8 cm; vacuum wavelength 22.1 m
done: every assertion held
```
